# Density-gradient quantum potential from the thermal Wigner distribution

## What classical particles miss

A Monte Carlo simulation that moves electrons as classical particles in a potential $V$ gives, in equilibrium, a density proportional to $e^{-V/kT}$. Over a barrier only a few thermal wavelengths wide this is wrong. For a smooth silicon-like barrier, 0.10 eV high with a standard deviation of 7 nm at 300 K, the classical density at the top is 0.0209 of the reservoir value, while diagonalization of the same one-band Hamiltonian gives 0.0231. The classical particles miss about a tenth of the carriers there. This is a net figure: states with energy below the top add density that classical particles cannot supply, while states above it supply less than the classical amount.

To leading order in $\hbar^2$ the loss is repaired by adding to $V$ the density-gradient potential

$$\Lambda=-\frac{\hbar^2}{6m}\frac{\nabla^2\sqrt n}{\sqrt n},\qquad n=n_0\,e^{-\beta(V+\Lambda)},\qquad \beta=\frac1{kT}. \tag{1}$$

Here $n_0$ is the density of a flat reservoir with $V=0$. The band is parabolic, $H=p^2/2m+V(\mathbf r)$, the carriers obey Boltzmann statistics, and the state is thermal equilibrium. I write $U=\beta V$, $L=\ln(n/n_0)$ and $\ell^2=\hbar^2\beta/m$; $\ell$ is the thermal length. Smoothness means that $V$ changes little in shape over $\ell$. It is sufficient that

$$\frac{\ell^2|\nabla^2U|}{12}\ll1,\qquad \frac{\ell^2|\nabla U|^2}{24}\ll1, \tag{2}$$

and that the $\hbar^4$ terms found below are smaller still.

## First derivation: the Wigner function

Let $\rho=e^{-\beta H}$, and define its phase-space function by

$$f(\mathbf r,\mathbf p)=\int d^3y\;\rho(\mathbf r+\tfrac{\mathbf y}2,\mathbf r-\tfrac{\mathbf y}2)\,e^{-i\mathbf p\cdot\mathbf y/\hbar}.$$

Since $H$ commutes with $\rho$, we may write $\partial\rho/\partial\beta=-\tfrac12(H\rho+\rho H)$. Call the two arguments of $\rho$ $\mathbf r_1$ and $\mathbf r_2$. Then $\nabla_{1,2}=\tfrac12\nabla_r\pm\nabla_y$, so $\nabla_1^2+\nabla_2^2=\tfrac12\nabla_r^2+2\nabla_y^2$, and the kinetic part of $\tfrac12(H\rho+\rho H)$ is

$$-\frac{\hbar^2}{4m}(\nabla_1^2+\nabla_2^2)\rho=-\frac{\hbar^2}{8m}\nabla_r^2\rho-\frac{\hbar^2}{2m}\nabla_y^2\rho .$$

Integration by parts turns $\nabla_y$ into $i\mathbf p/\hbar$, so the last term becomes $(p^2/2m)f$. For the potential part, smoothness allows a Taylor expansion in which odd powers of $\mathbf y$ cancel:

$$\tfrac12\left[V(\mathbf r+\tfrac{\mathbf y}2)+V(\mathbf r-\tfrac{\mathbf y}2)\right]=V+\tfrac18y_iy_jV_{ij}+O(y^4),\qquad V_{ij}=\partial_i\partial_jV .$$

Repeated indices are summed. Under the integral $y_i$ acts as $i\hbar\,\partial/\partial p_i$, so $y_iy_j$ gives $-\hbar^2\partial_{p_i}\partial_{p_j}$. Together,

$$\frac{\partial f}{\partial\beta}=-Hf+\frac{\hbar^2}8\left(\frac{\nabla^2}{m}+V_{ij}\,\partial_{p_i}\partial_{p_j}\right)f+O(\hbar^4). \tag{3}$$

In (3) and in the phase-space formulas below, $H$ is the ordinary function $p^2/2m+V(\mathbf r)$, not the operator. At $\beta=0$, $\rho$ is a delta function of $\mathbf y$ and $f=1$. Put $f=e^{-\beta H}(1+\hbar^2g)$ with $g=0$ at $\beta=0$. The derivatives needed are

$$\nabla^2e^{-\beta H}=(\beta^2|\nabla V|^2-\beta\nabla^2V)\,e^{-\beta H},$$

$$\partial_{p_i}\partial_{p_j}e^{-\beta H}=\left(\frac{\beta^2p_ip_j}{m^2}-\frac{\beta\delta_{ij}}m\right)e^{-\beta H}.$$

Each supplies one term $-\beta\nabla^2V/m$. Hence

$$\frac{\partial g}{\partial\beta}=\frac18\left[-\frac{2\beta\nabla^2V}m+\frac{\beta^2|\nabla V|^2}m+\frac{\beta^2p_ip_jV_{ij}}{m^2}\right],$$

$$g=-\frac{\beta^2\nabla^2V}{8m}+\frac{\beta^3|\nabla V|^2}{24m}+\frac{\beta^3p_ip_jV_{ij}}{24m^2}. \tag{4}$$

The density is the momentum integral of $f$. Under the Maxwell weight $\langle p_ip_j\rangle=m\delta_{ij}/\beta$, so the last term of (4) averages to $+\beta^2\nabla^2V/24m$. The coefficient of $\beta^2\nabla^2V/m$ becomes $-\tfrac18+\tfrac1{24}=-\tfrac1{12}$. Taking the logarithm, with $\ln(1+\epsilon)=\epsilon+O(\epsilon^2)$,

$$L=-U+\ell^2\left(-\frac{\nabla^2U}{12}+\frac{|\nabla U|^2}{24}\right)+O(\hbar^4). \tag{5}$$

### From the potential to the density

At lowest order $U=-L$. Using this inside the correction alone changes the result at order $\hbar^4$:

$$L=-U+\frac{\ell^2}{12}\left(\nabla^2L+\tfrac12|\nabla L|^2\right). \tag{6}$$

Because $\sqrt n=\sqrt{n_0}\,e^{L/2}$, we have $\nabla\sqrt n=\tfrac12\sqrt n\,\nabla L$, and differentiating again,

$$\frac{\nabla^2\sqrt n}{\sqrt n}=\tfrac12\nabla^2L+\tfrac14|\nabla L|^2 .$$

The bracket in (6) is twice this. The correction is therefore $(\ell^2/6)\nabla^2\sqrt n/\sqrt n$, which must equal $-\beta\Lambda$. Since $\ell^2/\beta=\hbar^2/m$, this is equation (1).

For a mass tensor $M$, rescaling each principal coordinate by the square root of its mass makes the kinetic energy isotropic. Undoing the scaling replaces $\nabla^2/m$ in $\Lambda$ by $\partial_i(M^{-1})_{ij}\partial_j$.

## Second derivation: an average over closed paths

Work in one dimension; in three, the Cartesian components of the path are independent. Split $e^{-\beta H}$ into many short factors, each a free propagator times $e^{-\delta\beta\,V}$. A free factor of duration $\delta\beta$ is a Gaussian in the displacement with variance $\hbar^2\delta\beta/m$. The diagonal element thus sums over random walks that return to their start. Dividing by the free value gives

$$\frac{n(x)}{n_0}=\left\langle e^{-X}\right\rangle,\qquad X=\int_0^1U(x+\xi(s))\,ds . \tag{7}$$

If $B(s)$ is the unrestricted walk, with covariance $\ell^2\min(s,t)$, then $\xi(s)=B(s)-sB(1)$ is uncorrelated with $B(1)$. For Gaussian variables this means independent, so $\xi$ is the walk conditioned to return. Its covariance is $\ell^2C(s,t)$ with $C=\min(s,t)-st$.

Now expand $\ln\langle e^{-X}\rangle=-\langle X\rangle+\tfrac12\mathrm{var}X-\dots$ with $U(x+\xi)=U+U'\xi+\tfrac12U''\xi^2+\dots$:

$$\langle X\rangle=U+\frac{\ell^2U''}2\int_0^1s(1-s)\,ds=U+\frac{\ell^2U''}{12},$$

$$\mathrm{var}X=\ell^2U'^2\int_0^1\!\!\int_0^1C\,ds\,dt=\ell^2U'^2\left(\tfrac13-\tfrac14\right)=\frac{\ell^2U'^2}{12}.$$

This reproduces (5), and the replacement of $U$ by $-L$ again gives (1). The curvature term is the potential averaged over the thermal spread of the particle. The gradient term is the gain from paths that lean toward lower potential.

### The size of the error

The same average gives the next order. Four contributions have size $\ell^4$:

- The mean of $U''''\xi^4/24$, with $\langle\xi^4\rangle=3\ell^4s^2(1-s)^2$ and $\int s^2(1-s)^2ds=\tfrac1{30}$, gives $-U''''/240$.
- The variance of $\tfrac12U''\xi^2$ uses $\iint C^2=\tfrac23\int t^3(1-t)^2dt=\tfrac1{90}$ and gives $\tfrac12\cdot\tfrac14\cdot2\cdot\tfrac1{90}U''^2=U''^2/360$.
- The covariance of $U'\xi$ with $U'''\xi^3/6$ gives $\tfrac12U'U'''\iint C(s,t)C(t,t)$. Since $\int C(s,t)ds=t(1-t)/2$, the double integral is $\tfrac1{60}$ and the term is $U'U'''/120$.
- The third cumulant, entering with $-\tfrac16$, has three placements of $\tfrac12U''\xi^2$ beside two factors $U'\xi$. It gives $-\tfrac12U'^2U''\int\tfrac14u^2(1-u)^2du=-U'^2U''/240$.

The closed equation (6) has its own $\ell^4$ term. Write $L=L_0+\ell^2L_1+\ell^4L_2$, with $L_0=-U$ and $L_1=(-U''+\tfrac12U'^2)/12$. Then

$$L_2=\frac{L_1''+L_0'L_1'}{12}=\frac{-U''''+U''^2+2U'U'''-U'^2U''}{144}.$$

Subtracting the true term leaves the leading error of the density-gradient equation:

$$L_{\rm DG}-L=\ell^4\left[-\frac{U''''}{360}+\frac{U''^2}{240}+\frac{U'U'''}{180}-\frac{U'^2U''}{360}\right]. \tag{8}$$

A uniform field contributes nothing to (8). In that case $X$ is Gaussian, its cumulant series stops at the variance, and $\Lambda$ is a constant that exerts no force. A large gradient is therefore harmful only in combination with higher derivatives of $U$, and the second condition in (2) is not necessary.

## What each derivation assumes

Both routes need a parabolic band, Boltzmann statistics and equilibrium. They use smoothness differently. The Wigner route expands $V$ in the separation $\mathbf y$ of the two arguments of $\rho$, whose spread is $\ell$ per direction. The path route makes no expansion until after (7), so (7) can still be used for a hard wall, where (3) cannot. Its paths wander from $x$ with variance at most $\ell^2/4$.

They also deliver different things. The path average gives the density alone. Equation (4) gives the momentum distribution too. In one dimension, the Maxwell averages $\langle p^4\rangle=3(mkT)^2$ and $\langle p^2\rangle=mkT$ give

$$\frac{\langle p^2\rangle}{mkT}=1+\frac{\ell^2U''}{24}(3-1)=1+\frac{\ell^2U''}{12}. \tag{9}$$

Neither route forces the step from (5) to (6). That step is a choice among forms that agree to order $\hbar^2$. It avoids differentiating $V$, so the equation stays finite at a potential step, but finiteness there is no sign of accuracy.

Result (9) bears directly on Monte Carlo use. Classical particles pushed by $-\nabla(V+\Lambda)$ and thermalized by collisions settle to $e^{-\beta(V+\Lambda)}$ times a Maxwell distribution. They reproduce the quantum density to this order, but not the momentum width. Under bias, using $\Lambda$ is a further closure assumption that neither derivation supports.

## A barrier in numbers

Take $V=V_0e^{-x^2/2w^2}$ with $V_0=0.10$ eV, $w=7$ nm, $m=0.19\,m_0$ and $T=300$ K. Then $kT=25.85$ meV and $\ell=3.94$ nm. At the top $U'=0$ and

$$U''=-\frac{V_0}{kT\,w^2}=-\frac{3.868}{49\ \mathrm{nm^2}}=-0.0789\ \mathrm{nm^{-2}},\qquad \frac{\ell^2|U''|}{12}=\frac{15.5\times0.0789}{12}=0.102 .$$

By (5) the barrier is effectively lowered by $0.102\,kT=2.64$ meV. Solving (6) gives 2.655 meV, and diagonalization gives 2.614 meV. The sign reverses on the outer flank. At 14 nm the curvature is positive and outweighs the gradient term, so the density falls from the classical 0.592 to 0.578.

Over the whole profile the largest error of $\ln n$ relative to diagonalization is 0.103 classically and 0.003 with (6). With the full Bohm coefficient $\hbar^2/2m$ it is 0.194, worse here than no correction. That coefficient belongs to a single real stationary state, for which $V-(\hbar^2/2m)\psi''/\psi$ is constant. The smooth thermal mixture has one third of it.

At the top, (8) predicts an error of $+0.0030$ in $\ln n$, whereas the two lowerings differ by $0.041/25.85=0.0016$. Terms beyond $\hbar^4$ are thus not negligible within this small error. With the mass raised at fixed $U$, the largest deviation from (8), relative to the largest predicted error, falls from 12% at four times the mass to 3% at sixteen times, as an asymptotic formula should.

The momentum width (9) at the top is 0.898, against 0.901 from diagonalization; the Maxwellian particles have 1. A simulation of 60,000 particles in $V+\Lambda$ gave a mean density within 5 nm of the top of $0.0326\pm0.0001$ (standard error) relative to the reservoir. Diagonalization gives 0.0325 and the classical formula 0.0294.

## Where the expansion fails

**Low temperature.** Let the barrier top be a parabola of frequency $\omega$, so that $\ell^2|U''|=(\beta\hbar\omega)^2$. Expand the closed path as $\xi=\sum_ka_k\sin k\pi s$, with independent amplitudes of variance $2\ell^2/\pi^2k^2$. The average (7) at the top then contains

$$\int da_k\,\exp\left[-\frac{a_k^2}{4\ell^2}\left(\pi^2k^2-\beta^2\hbar^2\omega^2\right)\right],$$

which diverges for $k=1$ when $\beta\hbar\omega$ reaches $\pi$. In the example $\hbar\omega=28.6$ meV, so this happens at 106 K. Equation (6) fails earlier on the same parabola. Putting $L=c+\kappa x^2/2\ell^2$ into it gives $\kappa=(\beta\hbar\omega)^2+\kappa^2/12$, which has a real root only for $\beta\hbar\omega\le\sqrt3$, that is, above 192 K in the example. The Gaussian barrier is bounded and its density stays finite, so neither temperature is a sharp threshold for it; the error of (6) grows steadily on cooling. At 77 K the lowering at the top is still close, 15.8 meV from (6) against 15.4 meV, yet elsewhere $\ln n$ is wrong by up to 0.47, a factor of 1.6 in density. Agreement at one point does not certify the profile.

**A hard wall.** For $V=0$ at $x>0$ and an impenetrable wall at $x=0$, subtracting the image of the free propagator gives $n/n_0=1-e^{-2x^2/\ell^2}$, which starts as $2x^2/\ell^2$. In (6) put $\sigma=\sqrt{n/n_0}$, so that $L=2\ln\sigma$ and $\sigma''=(12/\ell^2)\,\sigma\ln\sigma$. Multiply by $2\sigma'$ and integrate, with $\sigma\to1$ and $\sigma'\to0$ far away:

$$\sigma'^2=\frac{12}{\ell^2}\left(\sigma^2\ln\sigma-\frac{\sigma^2}2+\frac12\right).$$

At the wall $\sigma=0$ and $\sigma'^2=6/\ell^2$, so the density starts as $6x^2/\ell^2$, three times too large. For $m=0.92\,m_0$ at 300 K the depleted thickness $\int(1-n/n_0)\,dx$ is 0.87 nm instead of 1.12 nm.

## Beside a real transistor

The example borrows its height and length scale from the source-drain barrier of a short silicon n-channel transistor, but the Gaussian is imposed, not solved with Poisson's equation. Its curvature corresponds to a net charge of at most about $10^{18}$ cm$^{-3}$, so it does not describe an abrupt, heavily doped junction. Its largest field, 0.087 MV/cm, is below silicon's breakdown field of very roughly 0.3 MV/cm; this is the field along the channel only. The gate field and the confinement at the oxide, which is closer to the hard-wall case, are left out. If the channel runs along a cube axis of the crystal, the valleys with their heavy mass along it have a lowering of only 0.54 meV, so the correction depends on which valleys are filled. A barrier with $w=3$ nm, at the same height, light mass and 300 K, is lowered by 13.1 meV; equation (6) gives 12.7 meV. Here $\ell^2|U''|/12=0.56$ at the top, so this agreement lies outside the conditions (2) and is not guaranteed by them.

Boltzmann statistics is broken more strongly in the heavily doped source than at the barrier top. At a rough $10^{20}$ cm$^{-3}$ the Fermi density is 0.29 of the Boltzmann value at the same Fermi level; at the barrier top the ratio is 0.92. Referring the top to the source density by a Boltzmann factor would therefore err by about a factor of three. Even with the correct Fermi level, the 8% effect at the top rivals the quantum correction. The change that degeneracy makes in $\Lambda$ itself is not computed here, nor is the effect of drain bias, which breaks the equilibrium assumption. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
temperature 300 K, kT = 25.852 meV
barrier height 0.10 eV, standard deviation 7.0 nm
transport mass 0.19 m0, heavy valley mass 0.92 m0
thermal length ell = 3.939 nm
max ell^2|U"|/12 = 0.1021
max ell^2 U'^2/24 = 0.0726
x (nm): n/n0 classical, diagonalized, density-gradient
  0.0: 0.02090 0.02312 0.02316
  3.5: 0.03292 0.03645 0.03639
  7.0: 0.09574 0.10228 0.10196
 10.5: 0.28484 0.28614 0.28613
 14.0: 0.59244 0.57772 0.57848
max error of ln n, classical: 0.1030
max error of ln n, density-gradient: 0.0033
max error of ln n, full Bohm coefficient: 0.1937
barrier lowering, diagonalized: 2.614 meV
barrier lowering, density-gradient: 2.655 meV
relative misfit of hbar^4 gap, mass x4: 0.1174
relative misfit of hbar^4 gap, mass x16: 0.0321
Wigner/classical at top, p = 0: diagonalized 1.1632, formula 1.1531
<p^2>/(m kT) at top: diagonalized 0.9009, formula 0.8979
Monte Carlo: 60000 particles, 3000 steps of 4 fs
collision time 100 fs, discarded steps 300
mean n/n0 within 5 nm of top, classical: 0.02942
same, diagonalized: 0.03252
same, density-gradient: 0.03250
same, Monte Carlo: 0.03261 +/- 0.00012 (standard error)
heavy valley lowering: diagonalized 0.544, DG 0.547 meV
3 nm barrier lowering: diagonalized 13.07, DG 12.72 meV
3 nm barrier, max DG error of ln n: 0.033
77 K lowering: diagonalized 15.36, DG 15.79 meV
77 K, max DG error of ln n: 0.472
barrier-top quantum hbar*omega = 28.61 meV
hbar*omega/kT = 1.107 at 300 K, 4.312 at 77 K
parabolic-top divergence temperature 105.7 K
largest field 0.0866 MV/cm
source density taken for degeneracy check 1.0e+20 cm^-3
Fermi/Boltzmann density ratio, source: 0.293
Fermi/Boltzmann density ratio, barrier top: 0.919
nonparabolicity 0.5 /eV (rough): alpha*kT = 0.0129
hard wall, mass 0.92 m0: thermal length 1.790 nm
near-wall density ratio, DG/true: 3.000
depleted thickness: true 1.122 nm, DG 0.868 nm
```
